# The type-I multisecant update: Galerkin condition, breakdown and use in SCF mixing, part 2

We seek the zero \(x^*\) of a self-consistent-field (SCF) residual \(F(x)=g(x)-x\), \(dF/dx=-A\); linearised, \(F=b-Ax\). Columns of \(\Delta X,\Delta F\) are successive differences of iterates and residuals; \(x,F\) are the latest. \(W\) is a symmetric positive definite (SPD) metric, \(G_0=J_0^{-1}\) the starting inverse Jacobian, \(-\beta1\) for plain mixing. With \(N=\Delta X^TW\Delta X\) and \(C_0=N^{-1}\Delta X^TWG_0\Delta F\), the least-change (type-I) Jacobian \(J\) and its inverse \(G\) obey
\[ J=J_0+(\Delta F-J_0\Delta X)\,N^{-1}\Delta X^TW . \tag{2} \]
\[ G=G_0+(\Delta X-G_0\Delta F)\,(\Delta X^TWG_0\Delta F)^{-1}\Delta X^TWG_0 . \tag{3} \]
\[ \det J=\det J_0\,\det C_0=\det J_0\;\frac{\det(\Delta X^TWG_0\Delta F)}{\det(\Delta X^TW\Delta X)} . \tag{4} \]
The step uses \(T=-G_0^TW\Delta X\) (type I) or \(T=\Delta F\) (type II):
\[ \gamma=(T^T\Delta F)^{-1}T^TF,\quad \bar x=x-\Delta X\gamma,\quad \bar r=F-\Delta F\gamma,\quad x_+=\bar x-G_0\bar r . \tag{5} \]
\[ T^T\bar r=0 . \tag{6} \]
After one mixing step from \(x_0\), \(\bar x=x_0+\alpha r_0\) and \(\bar r=r_0-\alpha Ar_0\), with \(\alpha=\|r_0\|^2/r_0^TAr_0\) in type I; with \(\theta\) the angle between \(r_0=F(x_0)\) and \(Ar_0\),
\[ \|\bar r_{II}\|=\|r_0\|\sin\theta,\qquad \|\bar r_I\|=\|r_0\|\,|\tan\theta| . \tag{1} \]
For \(T=\Delta X\), let \(S=\Delta X^T\Delta F\), with thin QR factorisations \(\Delta X=Q_XR_X\), \(\Delta F=Q_FR_F\). The singular values of \(C\) are \(\cos\theta_i\) (principal angles):
\[ S=R_X^T\,C\,R_F,\qquad C=Q_X^TQ_F . \tag{7} \]
\[ |\det S|=|\det R_X\det R_F|\prod_i\cos\theta_i . \tag{8} \]
Both residuals are \(F-\sum_iy_iw_i\), with orthonormal bases \(w_i\) of span \(\Delta F\), \(u_i=\cos\theta_i\,w_i+\sin\theta_i\,n_i\) of span \(\Delta X\):
\[ y_i^{I}=w_i^TF+\tan\theta_i\;n_i^T\bar r_{II} . \tag{9} \]
\[ \|\bar r_I\|^2=\|\bar r_{II}\|^2+\sum_i\tan^2\theta_i\,(n_i^T\bar r_{II})^2 . \tag{10} \]
\[ \|\bar r_{II}\|\le\|\bar r_I\|\le\|\bar r_{II}\|/\cos\theta_{\max} . \tag{11} \]
If \(A_s=(A+A^T)/2\) is positive definite, every full-rank history obeys
\[ \cos\theta_{\max}\ge\lambda_{\min}(A_s)/\|A\| . \tag{12} \]
If \(A_s\) is indefinite, \(r^TAr\) vanishes, by continuity, between eigenvectors of opposite sign.

Section 7 takes linear \(F\), full history, \(G_0=-\beta1\), \(W=1\). Orthonormal \(v_1,\dots,v_k\), the columns of \(V_k\), span the Krylov space \(\mathcal K_k={\rm span}\{r_0,\dots,A^{k-1}r_0\}\); \(H_k=V_k^TAV_k\), \(h_{k+1,k}=v_{k+1}^TAv_k\), \(\bar x_k=x_0+V_ky\), \(\bar r_k=\pm\|\bar r_k\|v_{k+1}\). The GMRES residual \(r^G_k\) has norm \(\rho_k\); \(k-1\) angles vanish, leaving \(\theta_k\):
\[ \det S_k=(-1)^k\beta^{2k}\prod_{j=0}^{k-1}\|\bar r_j\|^2\;\det H_k . \tag{13} \]
\[ \frac1{\rho_k^2}=\sum_{j=0}^k\frac1{\|\bar r_j\|^2},\qquad \frac1{\|\bar r_k\|^2}=\frac1{\rho_k^2}-\frac1{\rho_{k-1}^2} . \tag{14} \]
\[ \rho_k=\|\bar r_k\|\cos\theta_k,\qquad \cos^2\theta_k=1-\rho_k^2/\rho_{k-1}^2 . \tag{15} \]
Type-I breakdown (\(\det H_k=0\)) and GMRES stagnation (\(r^G_k=r^G_{k-1}\)) coincide.

## 8. The SCF Jacobian and the choice of metric

In mean-field theory the input \(x\) (a density) generates a potential \(v(x)\) with symmetric kernel \(K=dv/dx\), and the noninteracting system responds with \(dg/dv=\chi_0=-M\). Assume \(M\) is SPD on the admissible variations. The chain rule gives \(dF/dx=-MK-1\), so
\[ A=1+MK . \tag{16} \]
All statements refer to the linearisation at the fixed point. Let \(T_s(x)\) be the noninteracting energy, so that the output obeys \(T_s'(g)+v=0\). Differentiating, \(T_s''\,dg=-dv\), so \(T_s''=M^{-1}\), and the Hessian of the total energy is \(\mathcal H=M^{-1}+K=M^{-1}A\). Since \(A=M\mathcal H\) is similar to \(M^{1/2}\mathcal HM^{1/2}\), which is symmetric and congruent to \(\mathcal H\), the eigenvalues of \(A\) are real and by Sylvester's law of inertia have the signs of those of \(\mathcal H\).

For SPD \(K\), \(A=K^{-1/2}\tilde AK^{1/2}\) with \(\tilde A=1+K^{1/2}MK^{1/2}\), so all eigenvalues exceed 1. Nevertheless \(A_s=1+(MK+KM)/2\) can be indefinite. For two variables with \(M={\rm diag}(m_1,m_2)\), the off-diagonal elements of \(A\) are \(m_1K_{12}\), \(m_2K_{12}\) and that of \(A_s\) is their mean; using \((m_1+m_2)^2/4=m_1m_2+(m_1-m_2)^2/4\),
\[ \det A_s=\det A-\tfrac14(m_1-m_2)^2K_{12}^2 . \tag{17} \]
Here \(\det A=1+m_1K_{11}+m_2K_{22}+m_1m_2\det K\), so \(A_s\) is indefinite exactly when \(\tfrac14(m_1-m_2)^2K_{12}^2\) exceeds this value. Since \(\det A>1\), that requires at least \(|m_1-m_2|\,|K_{12}|>2\), so a large ratio \(m_1/m_2\) alone is not enough. For \(m_2\to0\) the condition reads \(\tfrac14m_1^2K_{12}^2>1+m_1K_{11}\), which for \(K_{12}\ne0\) holds once \(m_1\) is large enough. Similar but unequal polarisabilities can also meet it, when the response is strong enough and \(K\) is nearly singular; equal ones never do, by (17). If \(M\) and \(K\) commute, \(A\) is SPD and (12) applies.

Choose instead \(W=K\), \(G_0=-\beta1\). In the variables \(\tilde x=K^{1/2}x\), \(\tilde F=K^{1/2}F\) the iteration is the Euclidean one for \(\tilde A\), since \(\Delta\tilde X^T\Delta\tilde F=\Delta X^TK\Delta F\), and the Krylov space maps back to the same \(\mathcal K_k\). \(\tilde A\) is SPD with the spectrum of \(A\), so (12) gives \(\cos\theta^K_{\max}\ge\lambda_{\min}(A)/\lambda_{\max}(A)\) for angles measured in the \(K\) metric, and no full-rank history is singular. The Galerkin condition also becomes a minimum principle, for a weighted norm of the error and not for the Euclidean norm of the residual. With \(e=x^*-\bar x=e_0-V_ky\), \(\bar r=Ae\) and the SPD matrix \(KA=K+KMK\),
\[ \nabla_y\,(e^TKAe)=-2V_k^TKAe=-2V_k^TK\bar r=0 . \]
So \(\bar x_k\) minimises \(\|e\|_{KA}=(e^TKAe)^{1/2}\) over \(x_0+\mathcal K_k\), the property that characterises conjugate gradients. In terms of the residual this norm is \((\bar r^TKA^{-1}\bar r)^{1/2}\). The choice \(W=M^{-1}\) gives \(WA=\mathcal H\) and minimises the quadratic energy whenever \(\mathcal H>0\), but needs \(\chi_0^{-1}\). The guarantee for \(W=K\) needs the full kernel to be SPD. If \(W\) is the Hartree kernel while \(K\) contains exchange and correlation, \(WA\) is in general not symmetric and its symmetric part has to be examined anew.

At a saddle point of the energy no metric helps as long as \(G_0=-\beta1\). \(A\) then has eigenvectors \(v_\pm\) with eigenvalues \(\lambda_\pm\) of both signs, and \(v_\pm^TWAv_\pm=\lambda_\pm v_\pm^TWv_\pm\) takes both signs for every SPD \(W\). By the continuity argument of section 6 some \(r_0\) has \(r_0^TWAr_0=0\).

## 9. Worked example

The model consists of two-site units with one electron each, in Hartree atomic units. Unit \(i\) has \(h_i=\begin{pmatrix}v_i&-t_i\\-t_i&-v_i\end{pmatrix}\), polarisation \(p_i=n_L-n_R\), and \(v=v_{\rm ext}+Kp\) with \(K_{ij}=U\lambda^{|i-j|}\). A real state \((\cos a,\sin a)\) has \(p=\cos2a\) and energy \(v\cos2a-t\sin2a\), which is lowest for \((\cos2a,\sin2a)=(-v,t)/\sqrt{v^2+t^2}\). Thus
\[ g_i=-\frac{v_i}{\sqrt{v_i^2+t_i^2}},\qquad M_{ii}=-\frac{dg_i}{dv_i}=\frac{t_i^2}{(v_i^2+t_i^2)^{3/2}}, \]
\[ E(p)=-\sum_it_i\sqrt{1-p_i^2}+v_{\rm ext}^Tp+\tfrac12p^TKp . \]
At the fixed point \(1-p_i^2=t_i^2/(v_i^2+t_i^2)\), so \(M_{ii}=(1-p_i^2)^{3/2}/t_i\), the inverse of the second derivative \(t_i(1-p_i^2)^{-3/2}\) of the first term of \(E\). The parameters are \(U=0.5\) Ha, \(\lambda=0.5\), \(t\) alternating between 0.01 Ha (soft) and 1 Ha (stiff), and \(\beta=0.02\).

### Two units

With \(v_{\rm ext}=0\) the solution is \(p^*=0\), \(M={\rm diag}(100,1)\) Ha\(^{-1}\), \(K_{11}=K_{22}=0.5\) Ha, \(K_{12}=0.25\) Ha, and
\[ A=\begin{pmatrix}1+100\cdot0.5&100\cdot0.25\\1\cdot0.25&1+1\cdot0.5\end{pmatrix}=\begin{pmatrix}51&25\\0.25&1.5\end{pmatrix}. \]
The roots of \((51-x)(1.5-x)=25\cdot0.25\) are the eigenvalues of \(A\), 1.3741 and 51.1259. Replacing the right side by \([(25+0.25)/2]^2\) gives those of \(A_s\), \(-1.5340\) and 54.0340. The solution is the minimum of a convex energy, and \(A_s\) is indefinite. For \(r=(1,-s)\), \(r^TAr=51-(25+0.25)s+1.5s^2\) vanishes at \(s=2.34705\) and \(s=14.48629\).

Take \(s=2.3\), near the first root. Then \(Ar=(51-25\cdot2.3,\;0.25-1.5\cdot2.3)=(-6.5,-3.2)\), \(r^TAr=-6.5+2.3\cdot3.2=0.86\), \(\|r\|=2.5080\), \(\|Ar\|=7.2450\), and
\[ \cos\theta=\frac{0.86}{2.5080\cdot7.2450}=0.04733,\qquad \tan\theta=21.1047,\qquad \sin\theta=0.99888 . \]
In the \(K\) metric, \(r^TKr=0.5(1+2.3^2)-2\cdot0.25\cdot2.3=1.9950\) Ha and
\[ r^TKAr=(0.5-0.25\cdot2.3)(-6.5)+(0.25-0.5\cdot2.3)(-3.2)=3.3675\ {\rm Ha}. \]
Dividing the latter by \([(r^TKr)\,(Ar)^TK(Ar)]^{1/2}\) gives \(\cos\theta^K=0.3938\), well above the lower bound \(1.3741/51.1259=0.0269\).

On the nonlinear map, start from \(x_0=-hA^{-1}r\) with \(h=10^{-4}\), obtain each output by diagonalising the \(h_i\), take one mixing step, form \(\bar x\) from (5) and evaluate the true residual \(F(\bar x)\). The error is \(-\bar x\), since \(p^*=0\).

| test vector | \(\|F(\bar x)\|/\|F(x_0)\|\) | \(\|\bar x\|_{KA}/\|x_0\|_{KA}\) |
|---|---|---|
| \(\Delta x\) (type I) | 21.1043 | 10.28 |
| \(\Delta F\) (type II) | 0.9989 | 0.977 |
| \(K\Delta x\) (type I, \(W=K\)) | 1.9408 | 0.425 |

The first two residual ratios are the tangent and sine of (1). The type-I value lies below \(\tan\theta=18.15/0.86=21.10465\) by between 1 and \(2\times10^{-5}\) relative to \(\tan\theta\). This is the order of the first nonlinear term: \(g=-u+u^3/2\) with \(u=v/t\) reduces \(|g|\) by the fraction \(u^2/2\), and at \(\bar x\) the soft unit has \(u=(MK\bar x)_1=(A\bar x-\bar x)_1\). With \(\alpha=6.29/0.86\), \(A\bar x=-h(r-\alpha Ar)=-h\,(48.5,\,21.1)\) and \(\bar x_1=6.5\,h\), so \(|u|=55\,h\) and \(u^2/2=1.5\times10^{-5}\). The \(K\)-metric extrapolation, with \(\alpha=1.9950/3.3675\), nearly doubles the Euclidean residual \(\|r-\alpha Ar\|\) at \(\bar x\) while reducing the \(KA\)-norm error to 0.425 of its start. A safeguard that compares \(\|\bar r\|\) with the starting residual would reject it. The completed step does not show this growth: \(\bar r=h\,(4.851,\,-0.404)\) lies almost along the soft unit, where \(\beta A_{11}=1.02\), so at \(x_+=\bar x+\beta\bar r\) the residual is \(\bar r-\beta A\bar r=h\,(0.105,\,-0.416)\), which is 0.171 of the start.

The singularity survives at finite amplitude. For \(h=0.02\), \(S(s)=\Delta x^T\Delta F\) evaluated on the nonlinear map changes sign between \(s=2\) and \(s=3\), and Brent's method locates the zero at \(s=2.34709\), against 2.34705 for the linearised map; the cosine there is \(2\times10^{-14}\), zero to rounding. On this history \(|v_i/t_i|\) stays below 0.013, so the map is only weakly nonlinear; for \(h=0.5\), where the largest starting \(|p_i|\) is 0.86, the zero persists and has moved to \(s=2.370\). The type-II model residual has \(\|\bar r\|/\|F(x_0)\|=1\) for any map: \(F(x_1)=F(x_0)+\Delta F\) with \(F(x_0)=\Delta x/\beta\) orthogonal to \(\Delta F\), so the projection removes \(\Delta F\) and returns \(F(x_0)\). On the same history \(\Delta x^TK\Delta F=-5.90\times10^{-7}\) Ha, nonzero and of the sign of \(-\beta^2h^2r^TKAr\).

Reversing the interaction, \(K\to-K\), turns \(p=0\) into a saddle. The Hessian \(M^{-1}-K\) has eigenvalues \(-0.5495\) and 0.5595 Ha, and \(A=1-MK\) has \(-49.1259\) and 0.6259, with the matching signs required by section 8.

### Six units

Let \(v_{\rm ext}\) rise from \(-0.025\) to 0.025 Ha in equal steps along the chain, the first unit being soft. Newton's method on \(\nabla E=0\) gives
\[ p^*=(0.04867,\,0.00247,\,0.00534,\,-0.00084,\,-0.02731,\,-0.01283), \]
and \((1-p_i^2)^{3/2}/t_i\) gives \(M_{ii}=99.645\), 99.996 and 99.888 Ha\(^{-1}\) for the soft units and 1.000 Ha\(^{-1}\) for the stiff ones. Numerical diagonalisation gives the eigenvalues 1.299, 1.300, 1.374, 34.806, 47.900, 70.587 for \(A\) and \(-6.904\), \(-1.767\), 0.994, 35.379, 50.939, 78.623 for \(A_s\). The iteration (5) is applied with full history to the linearised residual \(F=A(p^*-p)\) from \(p=0\), where \(\|r_0\|=2.94994\), in 50-digit arithmetic so that the conditioning of \(S_k\) does not affect the digits shown. \(H_k\) comes from the Arnoldi process and \(\theta_k\) from the singular values of \(C\).

| \(k\) | \(\|\bar r_I\|\) | \(\rho_k\) | \(\cos\theta_k\) | \(\det H_k\) | \(\det S_k\) |
|---|---|---|---|---|---|
| 1 | 3.6346e-1 | 3.6073e-1 | 0.99250 | 4.9807e1 | −1.7337e-1 |
| 2 | 2.6905e-2 | 2.6831e-2 | 0.99723 | 3.4063e3 | 6.2654e-4 |
| 3 | 1.9957e-2 | 1.6013e-2 | 0.80238 | 5.7977e4 | −3.0878e-9 |
| 4 | 1.5421e-4 | 1.5420e-4 | 0.99995 | 1.6141e5 | 1.3696e-15 |
| 5 | 4.3621e-8 | 4.3621e-8 | 1.0000 | 2.1009e5 | −1.6957e-26 |

Equation (13) reads \(\det S_1=-0.02^2\cdot2.94994^2\cdot49.807=-0.17337\) and \(\det S_2=0.02^4\cdot2.94994^2\cdot0.36346^2\cdot3406.3=6.265\times10^{-4}\). Equation (15) at \(k=3\) reads \([1-(1.6013/2.6831)^2]^{1/2}=0.8024=1.6013/1.9957\): the step at which GMRES gains least is the one at which the two types differ most. This start never approaches breakdown, although \(A_s\) has two negative eigenvalues; indefiniteness makes singular histories exist without forcing a given run into one. Meanwhile \(|\det S_k|\) falls by 25 orders of magnitude while \(\cos\theta_k\) stays above 0.8.

The errors \(\|p^*-\bar x_k\|_{KA}\), in Ha\(^{1/2}\), start at 0.29346; the last column is the Euclidean residual of the \(W=K\) iteration.

| \(k\) | type I | type II | \(W=K\) | \(\|\bar r\|\), \(W=K\) |
|---|---|---|---|---|
| 1 | 3.7712e-2 | 3.7499e-2 | 3.7497e-2 | 3.6075e-1 |
| 2 | 8.9326e-3 | 8.9437e-3 | 8.9103e-3 | 2.7937e-2 |
| 3 | 8.2630e-3 | 8.3606e-3 | 8.2316e-3 | 2.1654e-2 |
| 4 | 7.4461e-5 | 7.4437e-5 | 7.4106e-5 | 1.6853e-4 |
| 5 | 2.1064e-8 | 2.1064e-8 | 2.0876e-8 | 5.1963e-8 |

Each method is best in its own norm, type II in the residual and \(W=K\) in the \(KA\) error, while Euclidean type I minimises neither. In this run the other two errors exceed the \(W=K\) error by less than 2 % of it, so here the metric provides a guarantee and little gain in speed.

## 10. Implementation

Given \(\Delta X,\Delta F,F\) and the test matrix \(T\) (\(\Delta X\), or \(W\Delta X\) for scalar \(G_0\)), the factorisation (7) with \(T\) in place of \(\Delta X\) separates the two causes of singularity.

1. Compute \(T=Q_TR_T\) and \(\Delta F=Q_FR_F\) with column pivoting. Small diagonal elements of \(R_T\) or \(R_F\), relative to the column norms, signal rank loss or near-dependence. Near-dependence also grows in a converging run of full rank: in the six-unit example the smallest ratio at \(k=5\) is about \(2\times10^{-4}\) for \(\Delta X\) and \(2\times10^{-5}\) for \(\Delta F\), so too large a threshold discards valid columns. The two factorisations may flag different columns of the same dependence, so remove one flagged history column at a time from \(\Delta X\), \(\Delta F\) and \(T\), and factorise again.
2. Form \(C=Q_T^TQ_F\) and its singular values. Solve \(Cy=Q_T^TF\), then \(R_F\gamma=y\), \(\bar r=F-Q_Fy\), and apply (5). Here \(R_T\) and \(R_F\) include the column permutations: the triangular solve returns the components of \(\gamma\) in the pivot order of \(\Delta F\), and they must be restored to the order of the history before \(\Delta X\gamma\) is formed. \(R_T\) cancels from \(R_T^TCR_F\gamma=R_T^TQ_T^TF\). Solving with \(S\) directly meets a condition number of up to \(\kappa(R_T)\kappa(R_F)/\cos\theta_{\max}\), because \(\|C\|\le1\) and \(\|C^{-1}\|=1/\cos\theta_{\max}\).
3. Monitor the smallest singular value \(\cos\theta_{\max}\). It is unchanged by scaling or recombining history columns, whereas \(\det S\) and the singular values of \(S\) are not. For \(T=W\Delta X\) it is the cosine of the Euclidean angle between span \(W\Delta X\) and span \(\Delta F\). This differs from the angle in the \(K\) metric of section 8, and the lower bound \(\lambda_{\min}(A)/\lambda_{\max}(A)\) given there does not apply to it.
4. For directions with \(\cos\theta_i<\tau\), drop the tangent term in (9). The sum in (10) then runs over \(\cos\theta_i\ge\tau\) only, and \(\|\bar r\|\le\|\bar r_{II}\|/\tau\). This bounds the model residual \(\bar r\), which equals the true one only for linear \(F\).

Step 4 keeps the extrapolation finite but does not by itself pass an exact breakdown. In the setting of section 7 there is a single angle, so step 4 yields \(r^G_k=r^G_{k-1}\in\mathcal K_k\), and \(\bar x+\beta\bar r\) adds no new direction. A plain mixing step from the latest point does. Its residual is \(F(x_k)=\bar r_{k-1}-\beta A\bar r_{k-1}\) with \(\bar r_{k-1}=\pm\|\bar r_{k-1}\|v_k\), whose component along \(v_{k+1}\) is \(\mp\beta\|\bar r_{k-1}\|h_{k+1,k}\). This is nonzero, because \(h_{k+1,k}=0\) would make \(\mathcal K_k\) invariant and \(H_k\) the restriction of a nonsingular \(A\), hence nonsingular. After \(x_{k+1}=x_k+\beta F(x_k)\) the history spans \(\mathcal K_{k+1}\), and \(S_{k+1}\) is invertible if \(H_{k+1}\) is.

Once history columns have been dropped, or if the Jacobian changes between iterations, (13) to (15) are no longer guaranteed and several angles can be nonzero. Equations (2) to (11) are algebraic statements about the stored matrices and remain exact.
